# Debye–Conwell mobility and the error of adding inverse mobilities: verification in Python

```python
"""
Result under test: for acoustic scattering (rate a*x^(1/2)) and ionized-impurity
scattering (rate b*x^(-3/2)), x = E/kT, acting together on nondegenerate carriers,
    mu = mu_L * F(X),  X^2 = 6 mu_L/mu_I,
    F(X) = 1 + X^2 [Ci(X) cos X + sin X (Si(X) - pi/2)].
mu_L, mu_I: mobilities with acoustic or impurity scattering alone.
mu_M: mobility from adding inverse mobilities, 1/mu_M = 1/mu_L + 1/mu_I.
D = mu/mu_M is convex in p = X^2/(6+X^2), so the error has a single maximum.
SI units inside the program; mobilities are printed in cm^2/(V s).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import sici

hbar, charge, kB = const.hbar, const.e, const.k
pi = np.pi


# ---------- closed formulas ----------
def aux_g(X):
    Si, Ci = sici(X)
    return -Ci * np.cos(X) + np.sin(X) * (pi / 2 - Si)


def aux_f(X):
    Si, Ci = sici(X)
    return Ci * np.sin(X) + np.cos(X) * (pi / 2 - Si)


def F_closed(X):
    return 1 - X**2 * aux_g(X)


def overestimate(ratio):
    """(mu_M - mu)/mu as a function of ratio = mu_L/mu_I."""
    return 1 / ((1 + ratio) * F_closed(np.sqrt(6 * ratio))) - 1


# ---------- direct quadrature ----------
def integrate(func, split):
    """Integral from 0 to 80; the factor exp(-x) makes the rest negligible."""
    options = dict(epsabs=1e-13, epsrel=1e-12, limit=300)
    cut = min(max(split, 1e-3), 40.0)
    return quad(func, 0, cut, **options)[0] + quad(func, cut, 80, **options)[0]


def F_quadrature(X):
    return integrate(lambda x: x**3 * np.exp(-x) / (x**2 + X**2), X)


def D_quadrature(p):
    split = np.sqrt(6 * p / (1 - p)) if p < 1 else 5.0
    return integrate(lambda x: x**3 * np.exp(-x) / ((1 - p) * x**2 + 6 * p), split)


for X in (0.05, 0.3, 1.0, 2.5, 6.0, 20.0):
    assert abs(F_closed(X) / F_quadrature(X) - 1) < 1e-8

# limiting forms, with the size of the first neglected term as tolerance
X = 0.01
g_direct = integrate(lambda x: x * np.exp(-x) / (x**2 + X**2), X)
assert abs(-g_direct - (np.log(X) + np.euler_gamma - pi * X / 2)) < 10 * X**2
X = 100.0
assert abs(F_quadrature(X) - (6 / X**2 - 120 / X**4)) < 5100 / X**6

# convexity, sign of the error, end values and end slope
p_grid = np.linspace(0.02, 0.98, 49)
D_grid = np.array([D_quadrature(p) for p in p_grid])
assert np.all(np.diff(D_grid, 2) > 0)
assert np.all(D_grid < 1)
assert abs(D_quadrature(1.0) - 1) < 1e-10 and abs(D_quadrature(1e-8) - 1) < 1e-6
step = 1e-4
end_slope = (D_quadrature(1.0) - D_quadrature(1 - step)) / step
assert abs(end_slope - 7 / 3) < 0.01      # one-sided difference, error of order step
slopes_near_zero = [(D_quadrature(h) - 1) / h for h in (1e-2, 1e-4, 1e-6)]
assert slopes_near_zero[0] > slopes_near_zero[1] + 1 > slopes_near_zero[2] + 2

# maximum error: root of the stationarity condition against direct minimization
def stationarity(X):
    return 8 + X**2 - 4 * (3 + X**2) * aux_g(X) - X * (6 + X**2) * aux_f(X)


X_max = brentq(stationarity, 0.3, 10, xtol=1e-13)
ratio_max = X_max**2 / 6
p_max = X_max**2 / (6 + X_max**2)
error_max = overestimate(ratio_max)
direct_min = minimize_scalar(D_quadrature, bounds=(0.05, 0.95), method="bounded",
                             options={"xatol": 1e-9})
assert abs(direct_min.x - p_max) < 1e-5   # a minimum is located to about sqrt(rounding)
assert abs(1 / direct_min.fun - 1 - error_max) < 1e-9
ratio_low = brentq(lambda r: overestimate(r) - 0.1, 1e-4, ratio_max)
ratio_high = brentq(lambda r: overestimate(r) - 0.1, ratio_max, 1e3)

# ---------- worked example: model semiconductor ----------
mass_ratio, deformation_eV, c_l, eps_r = 0.3, 8.0, 1.5e11, 12.0
density, T = 1e23, 200.0                  # carriers = impurities, m^-3; kelvin
mass = mass_ratio * const.m_e
Xi = deformation_eV * charge
eps = eps_r * const.epsilon_0
kT = kB * T
qs2 = charge**2 * density / (eps * kT)    # inverse screening length squared
N_band = 2 * (mass * kT / (2 * pi * hbar**2))**1.5


def beta2(E):
    return 8 * mass * E / (hbar**2 * qs2)


def log_factor(E):
    return np.log1p(beta2(E)) - beta2(E) / (1 + beta2(E))


def acoustic_formula(E):
    return np.sqrt(2) * mass**1.5 * Xi**2 * kT * np.sqrt(E) / (pi * hbar**4 * c_l)


def impurity_formula(E, L):
    return density * charge**4 * L / (16 * np.sqrt(2) * pi * eps**2
                                      * np.sqrt(mass) * E**1.5)


# golden rule: 2 pi/hbar * density of states per spin * squared matrix element
def golden_prefactor(E):
    return 2 * pi / hbar * (2 * mass)**1.5 * np.sqrt(E) / (4 * pi**2 * hbar**3)


acoustic_square = Xi**2 * kT / c_l        # absorption plus emission
coulomb_square = density * (charge**2 / (eps * qs2))**2
cosines, weights = np.polynomial.legendre.leggauss(400)


def acoustic_golden(E):
    return golden_prefactor(E) * acoustic_square * 0.5 * np.sum(weights * (1 - cosines))


def impurity_golden(E):
    E = np.atleast_1d(E)
    screened = 1 / (1 + 0.5 * beta2(E)[:, None] * (1 - cosines))**2
    return golden_prefactor(E) * coulomb_square * 0.5 * (screened @ (weights * (1 - cosines)))


for x in (0.5, 1.5, 3.0, 8.0):
    E = x * kT
    assert abs(acoustic_golden(E) / acoustic_formula(E) - 1) < 1e-10
    assert abs(impurity_golden(E)[0] / impurity_formula(E, log_factor(E)) - 1) < 1e-8

# angular collision operator with both mechanisms, solved for the field drive
u, w = np.polynomial.legendre.leggauss(200)
sines = np.sqrt(1 - u**2)
for x in (0.5, 1.5, 3.0):
    E = x * kT
    A = 1 + 0.5 * beta2(E) * (1 - np.outer(u, u))
    B = 0.5 * beta2(E) * np.outer(sines, sines)
    azimuth_mean = A / (A**2 - B**2)**1.5
    kernel = golden_prefactor(E) * (acoustic_square + coulomb_square * azimuth_mean)
    gain = 0.5 * kernel * w
    operator = np.diag(gain.sum(axis=1)) - gain
    # the rank-one term fixes the conserved particle number and leaves odd solutions alone
    operator += acoustic_formula(E) * 0.5 * np.outer(np.ones_like(u), w)
    response = np.linalg.solve(operator, u)
    tau_sum = 1 / (acoustic_formula(E) + impurity_formula(E, log_factor(E)))
    assert np.max(np.abs(response - tau_sum * u)) < 1e-6 * tau_sum

# mobility from the current, integrated over wave number
k_nodes, k_weights = np.polynomial.legendre.leggauss(400)
k_top = np.sqrt(2 * mass * 60 * kT) / hbar
k = 0.5 * k_top * (k_nodes + 1)
k_w = 0.5 * k_top * k_weights
E_k = (hbar * k)**2 / (2 * mass)
speed = hbar * k / mass
boltzmann = np.exp(-E_k / kT)


def mobility_from_current(rate):
    current = np.sum(k_w * k**2 * speed**2 * boltzmann / rate)
    return charge / (3 * kT) * current / np.sum(k_w * k**2 * boltzmann)


L3 = log_factor(3 * kT)
a_rate = acoustic_formula(kT)
b_rate = impurity_formula(kT, L3)
mu_L = 4 * charge / (3 * np.sqrt(pi) * mass * a_rate)
mu_I = 8 * charge / (np.sqrt(pi) * mass * b_rate)
X_ex = np.sqrt(6 * mu_L / mu_I)
mu = mu_L * F_closed(X_ex)
mu_M = 1 / (1 / mu_L + 1 / mu_I)

rate_L = acoustic_golden(E_k)
rate_I_frozen = impurity_golden(3 * kT)[0] * (3 * kT / E_k)**1.5
rate_I_full = impurity_golden(E_k)
assert abs(mobility_from_current(rate_L) / mu_L - 1) < 1e-7
assert abs(mobility_from_current(rate_I_frozen) / mu_I - 1) < 1e-7
assert abs(mobility_from_current(rate_L + rate_I_frozen) / mu - 1) < 1e-6
assert abs(acoustic_formula(X_ex * kT) / impurity_formula(X_ex * kT, L3) - 1) < 1e-10

mu_I_full = mobility_from_current(rate_I_full)
mu_full = mobility_from_current(rate_L + rate_I_full)
mu_M_full = 1 / (1 / mu_L + 1 / mu_I_full)

# ---------- output ----------
cm2 = 1e4
print("UNIVERSAL MAXIMUM ERROR OF ADDING INVERSE MOBILITIES")
print(f"X at maximum                        = {X_max:.5f}")
print(f"mu_L/mu_I at maximum                = {ratio_max:.5f}")
print(f"impurity share p at maximum         = {p_max:.5f}")
print(f"F(X) = mu/mu_L at maximum           = {F_closed(X_max):.5f}")
print(f"D = mu/mu_M at maximum              = {1 / (1 + error_max):.5f}")
print(f"maximum (mu_M-mu)/mu                = {100 * error_max:.3f} %")
print(f"maximum (mu_M-mu)/mu_M              = {100 * error_max / (1 + error_max):.3f} %")
print(f"g(X) at maximum                     = {aux_g(X_max):.6f}")
print(f"f(X) at maximum                     = {aux_f(X_max):.6f}")
print(f"(mu_M-mu)/mu above 10 % for mu_L/mu_I from {ratio_low:.4f} to {ratio_high:.2f}")
print(f"numerical slope dD/dp at p = 1      = {end_slope:.4f}")
print("TABLE: mu_L/mu_I, X, mu/mu_L, mu_M/mu_L, (mu_M-mu)/mu in %")
for r in (0.01, 0.1, 0.3, 1.0, 3.0, 10.0, 100.0):
    Xr = np.sqrt(6 * r)
    print(f"{r:7.2f} {Xr:8.4f} {F_closed(Xr):8.5f} {1 / (1 + r):8.5f} {100 * overestimate(r):7.2f}")
print("WORKED EXAMPLE (model parameters)")
print(f"effective mass                      = {mass_ratio} electron masses")
print(f"deformation potential               = {deformation_eV} eV")
print(f"longitudinal elastic constant       = {c_l / 1e9:.0f} GPa")
print(f"relative permittivity               = {eps_r}")
print(f"carrier and impurity density        = {density / 1e6:.1e} cm^-3")
print(f"temperature                         = {T:.0f} K")
print(f"kT                                  = {1e3 * kT / charge:.3f} meV")
print(f"density / effective band density    = {density / N_band:.4f}")
print(f"screening length                    = {1e9 / np.sqrt(qs2):.3f} nm")
print(f"beta^2 at E = 3kT                   = {beta2(3 * kT):.2f}")
print(f"L at E = 3kT                        = {L3:.4f}")
print(f"acoustic rate at E = kT (a)         = {a_rate:.4e} s^-1")
print(f"impurity rate at E = kT (b)         = {b_rate:.4e} s^-1")
print(f"mu_L                                = {cm2 * mu_L:.1f} cm^2/(V s)")
print(f"mu_I, frozen L                      = {cm2 * mu_I:.1f} cm^2/(V s)")
print(f"mu_L/mu_I                           = {mu_L / mu_I:.4f}")
print(f"X                                   = {X_ex:.4f}")
print(f"Si(X), Ci(X)                        = {sici(X_ex)[0]:.5f}, {sici(X_ex)[1]:.5f}")
print(f"F(X)                                = {F_closed(X_ex):.5f}")
print(f"mu, combined at each energy         = {cm2 * mu:.1f} cm^2/(V s)")
print(f"mu_M, inverse mobilities added      = {cm2 * mu_M:.1f} cm^2/(V s)")
print(f"(mu_M-mu)/mu                        = {100 * (mu_M / mu - 1):.2f} %")
print("SAME EXAMPLE WITH ENERGY-DEPENDENT L")
print(f"mu_I                                = {cm2 * mu_I_full:.1f} cm^2/(V s)")
print(f"mu, combined at each energy         = {cm2 * mu_full:.1f} cm^2/(V s)")
print(f"mu_M, inverse mobilities added      = {cm2 * mu_M_full:.1f} cm^2/(V s)")
print(f"(mu_M-mu)/mu                        = {100 * (mu_M_full / mu_full - 1):.2f} %")
print(f"frozen-L mu relative to this mu     = {100 * (mu / mu_full - 1):+.2f} %")
print("checks complete")
```

Printed output:

```
UNIVERSAL MAXIMUM ERROR OF ADDING INVERSE MOBILITIES
X at maximum                        = 2.14450
mu_L/mu_I at maximum                = 0.76648
impurity share p at maximum         = 0.43390
F(X) = mu/mu_L at maximum           = 0.39762
D = mu/mu_M at maximum              = 0.70238
maximum (mu_M-mu)/mu                = 42.372 %
maximum (mu_M-mu)/mu_M              = 29.762 %
g(X) at maximum                     = 0.130984
f(X) at maximum                     = 0.379137
(mu_M-mu)/mu above 10 % for mu_L/mu_I from 0.0203 to 18.09
numerical slope dD/dp at p = 1      = 2.3316
TABLE: mu_L/mu_I, X, mu/mu_L, mu_M/mu_L, (mu_M-mu)/mu in %
   0.01   0.2449  0.93154  0.99010    6.29
   0.10   0.7746  0.73049  0.90909   24.45
   0.30   1.3416  0.56088  0.76923   37.15
   1.00   2.4495  0.35239  0.50000   41.89
   3.00   4.2426  0.19030  0.25000   31.37
  10.00   7.7460  0.07862  0.09091   15.63
 100.00  24.4949  0.00969  0.00990    2.20
WORKED EXAMPLE (model parameters)
effective mass                      = 0.3 electron masses
deformation potential               = 8.0 eV
longitudinal elastic constant       = 150 GPa
relative permittivity               = 12.0
carrier and impurity density        = 1.0e+17 cm^-3
temperature                         = 200 K
kT                                  = 17.235 meV
density / effective band density    = 0.0446
screening length                    = 10.691 nm
beta^2 at E = 3kT                   = 186.13
L at E = 3kT                        = 4.2371
acoustic rate at E = kT (a)         = 8.2633e+11 s^-1
impurity rate at E = kT (b)         = 4.5866e+12 s^-1
mu_L                                = 5337.1 cm^2/(V s)
mu_I, frozen L                      = 5769.3 cm^2/(V s)
mu_L/mu_I                           = 0.9251
X                                   = 2.3560
Si(X), Ci(X)                        = 1.73968, 0.33067
F(X)                                = 0.36548
mu, combined at each energy         = 1950.6 cm^2/(V s)
mu_M, inverse mobilities added      = 2772.4 cm^2/(V s)
(mu_M-mu)/mu                        = 42.13 %
SAME EXAMPLE WITH ENERGY-DEPENDENT L
mu_I                                = 5652.5 cm^2/(V s)
mu, combined at each energy         = 2059.8 cm^2/(V s)
mu_M, inverse mobilities added      = 2745.2 cm^2/(V s)
(mu_M-mu)/mu                        = 33.28 %
frozen-L mu relative to this mu     = -5.30 %
checks complete
```
